# Growth per cycle of randomly nucleated hemispherical islands

## The decision that depends on this result

To choose the number of cycles for a target thickness, one divides the thickness by a growth per cycle (GPC) and perhaps adds a nucleation delay. If the film starts as islands, the slope measured over the first few hundred cycles may lie above the steady value, and a straight line drawn through that region gives both a wrong slope and a false delay. One must decide whether such a slope may be extrapolated. For nuclei that are all present at the start, lie at random and grow as hemispheres, the GPC relative to a flat film is

$$F(x)=2x\,D(x),\qquad D(x)=e^{-x^2}\int_0^x e^{u^2}\,du ,$$

where $D$ is Dawson's function and $x$ is the island radius in suitable units. The largest value of $F$ is 1.285, reached at $x=1.502$.

## Model and conventions

- Point nuclei lie on a plane, independently of each other, with mean density $N$ per area. All exist at cycle $n=0$.
- The bare substrate does not grow.
- Every exposed film surface advances along its normal by $g$ per cycle, where $g$ is the GPC of a flat film. Each nucleus therefore becomes a hemisphere of radius $r=gn$.
- Islands that meet keep their shapes; the film is the union of the hemispheres.

I write $k=\sqrt{\pi N}$, an inverse length, and $x=kr$. "Thickness" means film volume per substrate area. The cycle number is treated as continuous until the finite cycle is considered below.

For independent placement, the chance that a region of area $A$ holds no nucleus follows from putting $M$ points in a large area $S=M/N$:

$$\left(1-\frac{A}{S}\right)^{M}=\left(1-\frac{NA}{M}\right)^{M}\to e^{-NA}\qquad (M\to\infty).$$

## Thickness, layer by layer

Take a point at height $z<r$ above the substrate. A hemisphere covers it if its nucleus lies within horizontal distance $\sqrt{r^2-z^2}$ of the foot of the point. The point is empty if that disc, of area $\pi(r^2-z^2)$, holds no nucleus:

$$P(z)=e^{-\pi N(r^2-z^2)}=e^{-k^2(r^2-z^2)} .$$

A hemisphere that contains a point also contains all points below it, so the film has no overhangs. Hence $1-P(z)$ is both the filled fraction of the layer at $z$ and the probability that the local height exceeds $z$. At $z=0$ it gives the coverage, $1-e^{-x^2}$.

The mean thickness is the sum of the filled fractions:

$$h=\int_0^r[1-P(z)]\,dz=r-\int_0^r e^{-k^2(r^2-z^2)}\,dz .$$

With $u=kz$ and $dz=du/k$, the last integral is $\frac1k e^{-x^2}\int_0^x e^{u^2}du=D(x)/k$. Therefore

$$h=\frac{x-D(x)}{k}.$$

## From thickness to growth per cycle

The product rule applied to $D$ gives

$$D'(x)=-2x\,e^{-x^2}\int_0^x e^{u^2}du+e^{-x^2}e^{x^2}=1-2xD(x).$$

Since $dx/dr=k$,

$$\frac{dh}{dr}=\frac{1-D'(x)}{k}\,k=2xD(x)=F(x).$$

The radius grows by $g$ per cycle, so $dh/dn=gF(x)$, and $F$ is the GPC divided by its flat-film value.

A real cycle is a finite step, $\Delta x=kg$. The thickness gained in it, divided by $g$, is

$$\frac{\Delta h}{g}=\frac{\Delta x-\Delta D}{kg}=1-\frac{\Delta D}{\Delta x}.$$

This is the average of $F$ over the step. For the example below, a step centred on the peak differs from $F$ there by about $4\times10^{-6}$, so the continuous formula suffices.

## The same result as an exposed area

Each exposed surface element advances by $g$ along its normal, so $F$ must equal the exposed film area per substrate area. This gives a second derivation.

On a hemisphere, the band between $z$ and $z+dz$ has circumference $2\pi\sqrt{r^2-z^2}$ and slanted width $r\,dz/\sqrt{r^2-z^2}$. Its area is $2\pi r\,dz$, the same at every height. A point on it is exposed if no other nucleus lies within $\sqrt{r^2-z^2}$ of its foot. The other nuclei are placed independently, so this probability is again $P(z)$. With $N$ hemispheres per area,

$$\text{area}=N\int_0^r 2\pi r\,P(z)\,dz=2\pi N r\,\frac{D(x)}{k}=2k^2r\,\frac{D(x)}{k}=2xD(x).$$

The overshoot above 1 is therefore geometric. Tilted island surfaces have more area than their projection, and near the peak this excess outweighs the missing area of the bare substrate.

## Two limits

**Isolated islands, $x\ll1$.** From $D'=1-2xD$ and $D\approx x$ one has $D'\approx1-2x^2$, hence $D\approx x-\tfrac23x^3$. Then

$$F\approx2x^2,\qquad h\approx\frac{2x^3}{3k}=\frac23k^2r^3=N\,\frac{2\pi r^3}{3},$$

which is the density times the volume of one hemisphere.

**Closed film, $x\gg1$.** Here $D$ varies slowly, so $2xD=1-D'$ gives $D\approx1/(2x)$ at first order. Then $D'\approx-1/(2x^2)$, and the next order is

$$F=1-D'\approx1+\frac{1}{2x^2}.$$

The GPC approaches the flat value from above, and slowly. Setting the excess to 0.01 gives $x\approx\sqrt{50}=7.07$; the full function gives 7.18.

## The single maximum

Differentiate $F=2xD$ and use $D=F/(2x)$ and $D'=1-F$:

$$F'=2D+2xD'=\frac Fx+2x(1-F)=F\left(\frac1x-2x\right)+2x .$$

At a stationary point $F'=0$, so

$$F=\frac{2x}{2x-1/x}=\frac{2x^2}{2x^2-1}.$$

Because $F>0$, such a point needs $2x^2>1$. One more derivative, with $F'=0$ inserted, gives

$$F''=-F\left(\frac1{x^2}+2\right)+2=-\frac{2(1+2x^2)}{2x^2-1}+2=-\frac{4}{2x^2-1}<0 .$$

Every stationary point is thus a maximum. Two maxima would need a minimum between them, so there is at most one. There is at least one, because $F$ starts at 0, exceeds 1 at large $x$ and then tends to 1.

Its position solves $2xD(x)=2x^2/(2x^2-1)$. The numerical root is $x^*=1.50198$, where $D=0.42769$. Then $2x^{*2}=4.5119$ and

$$F(x^*)=\frac{4.5119}{3.5119}=1.2847 .$$

Since $F'=-D''$, this is also the only inflection point of Dawson's function at $x>0$.

## The delay is repaid

A flat film would have thickness $r$ after the same number of cycles. The island film lags by

$$r-h=\frac{D(x)}{k},\qquad \frac{d(r-h)}{dr}=1-F .$$

The lag grows while $F<1$, is largest where $F=1$, and shrinks afterwards. The crossing lies at $x=0.924$, where $D=1/(2x)=0.541$. At large $x$ the lag falls as $1/(2kx)$ and tends to zero. In this model there is no permanent nucleation delay: the overshoot returns all the thickness lost at the start.

## Roughness

The height distribution also gives the mean square height:

$$\langle h_{\rm loc}^2\rangle=\int_0^r2z[1-P(z)]\,dz=r^2-\frac{1-e^{-x^2}}{k^2},$$

because $2z\,e^{k^2z^2}$ is the derivative of $e^{k^2z^2}/k^2$. Subtracting the squared mean gives the variance

$$\sigma^2=\frac{x^2-1+e^{-x^2}-(x-D)^2}{k^2}.$$

## Example: platinum on an oxide

Take $g=0.05$ nm per cycle and $N=10^{12}$ cm$^{-2}=0.01$ nm$^{-2}$. Then $1/k=1/\sqrt{0.01\pi}=5.642$ nm. The peak has

$$r=1.502\times5.642=8.47\ \text{nm},\qquad n^*=\frac{8.47}{0.05}\approx169,$$

or 169.5 before rounding. The GPC there is $1.285\times0.05=0.064$ nm. Coverage is 90%, mean thickness 6.06 nm and rms roughness 2.56 nm. At the peak a tenth of the substrate is therefore still bare, although the islands already form a connected network: random discs percolate at $x^2\approx1.13$, here near cycle 120 and 68% coverage. The largest lag, $0.541\times5.642=3.05$ nm, occurs at cycle 104, with 57% coverage.

| Cycle | $F$ | Thickness (nm) | Flat film (nm) |
|---|---|---|---|
| 50 | 0.345 | 0.30 | 2.5 |
| 100 | 0.958 | 1.95 | 5.0 |
| 200 | 1.254 | 8.0 | 10.0 |
| 300 | 1.097 | 13.8 | 15.0 |
| 600 | 1.019 | 29.5 | 30.0 |

Now extrapolate the tangent at the peak. It reaches zero thickness at cycle $169.5-6.06/0.0642\approx75$, which looks like a delay of 75 cycles. For a target of 29.5 nm it prescribes $75+29.5/0.0642\approx534$ cycles, whereas the model needs 600. After 534 cycles the flat thickness is 26.7 nm and the lag is about $1/(2k^2r)=31.8/(2\times26.7)=0.6$ nm. The film is then 26.1 nm thick, about 12% below target. Within this model the peak slope must not be extrapolated; $h=(x-D)/k$ should be used, or $g$ alone once the remaining lag is acceptable. After the peak, the GPC comes back to within 1% of $g$ only near cycle 810.

## Density from the peak cycle

From $x^*=\sqrt{\pi N}\,g n^*$,

$$N=\frac1\pi\left(\frac{x^*}{g n^*}\right)^2 .$$

As a test, a growth curve was computed from the layer sum for $N=3.0\times10^{11}$ cm$^{-2}$ and the same $g$. Its peak fell at cycle 309.5, and the formula returned $3.0\times10^{11}$ cm$^{-2}$. That curve is free of noise and comes from the same model, so it checks only the algebra. Since $N\propto n^{*-2}$, a small relative error in the peak cycle gives about twice that relative error in the density, and the maximum is flat: in the platinum example $F$ stays within 1% of its peak from cycle 154 to 188, which spans 0.81 to 1.22 times the true $N$.

## What random placement contributes

The value 1.285 belongs to independent placement, not to hemispheres in general. Put the nuclei on a square array of spacing $a$. Until contact, $F=2\pi r^2/a^2$, which reaches $\pi/2=1.571$ at $r=a/2$. After contact, each of the four vertical cell walls cuts half a spherical cap, of area $\pi r(r-a/2)$, from the hemisphere. The area left per cell is

$$2\pi r^2-4\pi r\left(r-\frac a2\right)=2\pi r(a-r),$$

which falls for $r>a/2$. This holds until the cell corners are covered. From then on the whole substrate is covered, and $F$ is the cell average of $r/\sqrt{r^2-d^2}$, where $d$ is the distance to the nearest nucleus. At each fixed $d$ this ratio falls as $r$ grows. The peak is therefore at first contact.

A hexagonal array has six walls and cell area $\sqrt3a^2/2$. The area left after contact is $\pi r(3a-4r)$, with slope $\pi(3a-8r)<0$ for $r\ge a/2$, and the same argument holds once the corners are covered. The peak is

$$\frac{2\pi(a/2)^2}{\sqrt3a^2/2}=\frac{\pi}{\sqrt3}=1.814 .$$

In these two arrays the first contacts all happen at one radius, which fixes the peak; with random placement the contacts are spread out and the peak is lower. Other arrays need not peak at first contact: a honeycomb array has three walls and cell area $3\sqrt3a^2/4$, the area left is $\pi r(3a/2-r)$, and the peak is 1.360 at $r=3a/4$. A simulation with 40,000 random nuclei in a periodic box gave a peak of 1.28. With a minimum spacing of 5 nm imposed at the same $N$, simulation gives 1.31 to 1.32, depending on the sample. The peak then comes near cycle 138 instead of 169.5, so the inversion formula would overestimate the density by a factor of about 1.5.

## Where the model fails, and by how much

**Late nucleation.** Let the same density of nucleation attempts be spread evenly over the first $M=100$ cycles. An attempt on covered ground may be counted without error: its hemisphere starts inside an older one and grows at the same rate, so it stays inside. The exponent in $P(z)$ becomes the expected number of nuclei able to cover the point,

$$\frac{\pi N}{M}\int_0^{M}\max\left[g^2(n-t)^2-z^2,\,0\right]dt ,$$

with attempts at $t>n$ left out. Evaluated for the example, this moves the peak from cycle 169.5 to 218 and raises it slightly, to 1.307. I have no simple derivation of the rise. The inversion formula would then return $(169.5/218)^2=0.60$ of the attempted density.

**Seed size.** If nuclei start with radius 0.5 nm, then $r=0.5\ \text{nm}+gn$. The curve $F(x)$ is unchanged, but the peak comes $0.5/0.05=10$ cycles earlier. Ignoring this gives a density too high by the factor $(169.5/159.5)^2=1.13$.

**Reshaping.** Let two equal touching hemispheres merge into one of the same volume. Then $R^3=2r^3$, and the exposed area changes by the factor

$$\frac{R^2}{2r^2}=\frac{2^{2/3}}{2}=2^{-1/3}=0.794 .$$

An island has no neighbour in contact if none lies within $2r$, which has probability $e^{-4x^2}$. Half the islands touch a neighbour by cycle 47, and 97% do where $F=1$. Contacts are thus common well before the peak.

**The real case.** A GPC near 0.05 nm and a nucleus density near $10^{12}$ cm$^{-2}$ are rough typical values for platinum deposited on oxides; the density in particular depends strongly on surface and process. Platinum islands can be mobile enough to coalesce and round off, which breaks the assumption of fixed shapes. Multiplying the peak by the pair factor gives $1.285\times0.794=1.02$. This is only a rough indication, since with fixed shapes an island at the peak overlaps $4x^2\approx9$ others on average, not one. If reshaping stops early, the merged islands later overlap with fixed shapes and an overshoot remains; if it continues through the peak, it can lower the overshoot, by an amount not computed here. A weak or missing peak is therefore no proof that growth began as a flat film. The model also assumes that small islands grow as fast per area as a thick film, an effect not sized here.

The remaining values are in the numerical output below.

## Computed values

```
flat-film GPC g: 0.050 nm/cycle
density of nuclei N: 1.00e+12 cm^-2 = 0.0100 nm^-2
length 1/sqrt(pi N): 5.642 nm
step of x per cycle: 0.00886
peak position x: 1.50198
Dawson function at peak: 0.42769
peak GPC ratio: 1.28475
peak GPC: 0.0642 nm/cycle
one-cycle ratio minus continuous ratio at peak: -3.7e-06
radius at peak: 8.47 nm
cycle of peak: 169.5
coverage at peak: 0.8952
mean thickness at peak: 6.06 nm
rms roughness at peak: 2.56 nm
x where GPC ratio = 1: 0.92414
cycle where GPC ratio = 1: 104.3
coverage where GPC ratio = 1: 0.5743
largest thickness deficit: 3.053 nm
largest rms roughness: 2.59 nm at x = 1.391
cycle of largest roughness: 156.9
ratio back to 1.01 at x = 7.179, cycle 810
cycle | x | GPC ratio | thickness nm | flat film nm | coverage
  25 | 0.222 | 0.0950 | 0.040 | 1.25 | 0.0479
  50 | 0.443 | 0.3451 | 0.303 | 2.50 | 0.1783
 100 | 0.886 | 0.9576 | 1.952 | 5.00 | 0.5441
 150 | 1.329 | 1.2648 | 4.816 | 7.50 | 0.8292
 200 | 1.772 | 1.2538 | 8.005 | 10.00 | 0.9568
 300 | 2.659 | 1.0969 | 13.836 | 15.00 | 0.9991
 600 | 5.317 | 1.0187 | 29.460 | 30.00 | 1.0000
random nuclei in a box, simulated peak ratio: 1.28
square array peak ratio: 1.571
hexagonal array peak ratio: 1.814
test curve, density put in: 3.00e+11 cm^-2
test curve, cycle of peak: 309.5
test curve, density recovered: 2.999e+11 cm^-2
nucleation spread over 100 cycles: peak ratio 1.307
nucleation spread over 100 cycles: peak at cycle 218
minimum spacing 5.0 nm: simulated peak ratio 1.32
seed radius 0.5 nm: peak earlier by 10 cycles
half of islands touch a neighbour at cycle 47
islands touching where ratio = 1: 0.967
area factor when two equal islands merge: 0.794
peak ratio times that factor: 1.02
```
